# Rotating a nuclear spin: ladder operators, Wigner matrices and their periods, part 2

A nucleus of spin $I$ starts in a state of definite $z$ component, and a magnetic field along $y$ acts on it for a time $t$. With what amplitude is each of the $2I+1$ possible values of $m$ found afterwards, and is the spin state the same as before after a full turn of $360^\circ$?

The operators $I_x,I_y,I_z$ are angular momenta divided by $\hbar$, hence dimensionless, with

$$
[I_x,I_y]=iI_z,\qquad [I_y,I_z]=iI_x,\qquad [I_z,I_x]=iI_y .
$$

The Hamiltonian is $H=-\gamma\hbar B_y I_y$, with gyromagnetic ratio $\gamma$ and field component $B_y$. It rotates the state by the angle $\beta=-\gamma B_y t$, in radians, while the axes stay fixed. The states satisfy $I_z|m\rangle=m|m\rangle$, and their phases are chosen so that

$$
I_\pm|m\rangle=\sqrt{I(I+1)-m(m\pm1)}\;|m\pm1\rangle ,\qquad I_\pm=I_x\pm iI_y .
$$

The amplitude for finding $m'$ after starting from $m$ is

$$
d_{m'm}(\beta)=\langle m'|e^{-i\beta I_y}|m\rangle .
$$

Rows (final state) and columns (initial state) run from $m=I$ down to $m=-I$. The matrix is $d(\beta)=e^{\beta A}$, where $A=-iI_y$ is real and antisymmetric, so $d$ is real and orthogonal. For spin 3/2,

$$
A^{(3/2)}=\frac12\begin{pmatrix}
0&-\sqrt3&0&0\\
\sqrt3&0&-2&0\\
0&2&0&-\sqrt3\\
0&0&\sqrt3&0\end{pmatrix}.
$$

The eigenvalues of $I_y$ are $I,I-1,\dots,-I$. On a subspace where $I_y^2=\mu^2$ with $\mu>0$,

$$
e^{-i\beta I_y}=\cos(\mu\beta)-\frac{i}{\mu}I_y\sin(\mu\beta)
=\cos(\mu\beta)+\frac{A}{\mu}\sin(\mu\beta)
\qquad(I_y^2=\mu^2).
$$

The full matrix is the sum of such pieces, each projected on its subspace. With $c=\cos\frac\beta2$ and $s=\sin\frac\beta2$, the matrices already found are

$$
d^{(1/2)}(\beta)=\begin{pmatrix}c&-s\\ s&c\end{pmatrix},
$$

$$
d^{(1)}(\beta)=\begin{pmatrix}
c^2&-\frac{\sin\beta}{\sqrt2}&s^2\\
\frac{\sin\beta}{\sqrt2}&\cos\beta&-\frac{\sin\beta}{\sqrt2}\\
s^2&\frac{\sin\beta}{\sqrt2}&c^2
\end{pmatrix}.
$$

For every $I$, a spin that starts in $|m\rangle$ ends with the mean values

$$
\langle I_z\rangle=m\cos\beta,\qquad \langle I_x\rangle=m\sin\beta .
$$

### 10. Spin 3/2

The eigenvalues $\pm1/2$ and $\pm3/2$ give two subspaces, with $I_y^2=1/4$ and $I_y^2=9/4$. The projectors are linear in $I_y^2$:

$$
P_1=\tfrac12\left(\tfrac94-I_y^2\right),\qquad
P_3=\tfrac12\left(I_y^2-\tfrac14\right).
$$

For $I_y^2=1/4$ they take the values 1 and 0, and for $I_y^2=9/4$ the values 0 and 1, as required. Squaring $A^{(3/2)}$ and changing the sign,

$$
I_y^2=-A^2=\frac14\begin{pmatrix}
3&0&-2\sqrt3&0\\
0&7&0&-2\sqrt3\\
-2\sqrt3&0&7&0\\
0&-2\sqrt3&0&3\end{pmatrix},
$$

and from this

$$
P_1=\frac14\begin{pmatrix}
3&0&\sqrt3&0\\0&1&0&\sqrt3\\\sqrt3&0&1&0\\0&\sqrt3&0&3\end{pmatrix},\quad
P_3=\frac14\begin{pmatrix}
1&0&-\sqrt3&0\\0&3&0&-\sqrt3\\-\sqrt3&0&3&0\\0&-\sqrt3&0&1\end{pmatrix}.
$$

With $C=\cos(3\beta/2)$ and $S=\sin(3\beta/2)$, the rotation is

$$
d^{(3/2)}=P_1\,(c+2sA)+P_3\left(C+\tfrac23SA\right).
$$

The two products with $A$ are found by matrix multiplication:

$$
2P_1A=\frac14\begin{pmatrix}
0&-\sqrt3&0&-3\\\sqrt3&0&1&0\\0&-1&0&-\sqrt3\\3&0&\sqrt3&0\end{pmatrix},
$$

$$
\tfrac23P_3A=\frac14\begin{pmatrix}
0&-\sqrt3&0&1\\\sqrt3&0&-3&0\\0&3&0&-\sqrt3\\-1&0&\sqrt3&0\end{pmatrix}.
$$

Collecting terms gives six different expressions in the upper part of the matrix. They are simplified with the triple-angle formulas, which follow from the addition theorems:

$$
C=(2c^2-1)c-(2sc)s=4c^3-3c,\qquad
S=(2sc)c+(1-2s^2)s=3s-4s^3 .
$$

Numbering rows and columns from 1 to 4, one obtains

$$
\begin{aligned}
d_{11}&=\tfrac14(3c+C)=c^3,\\
d_{12}&=-\tfrac{\sqrt3}4(s+S)=-\sqrt3\,s(1-s^2)=-\sqrt3\,c^2s,\\
d_{13}&=\tfrac{\sqrt3}4(c-C)=\sqrt3\,c(1-c^2)=\sqrt3\,cs^2,\\
d_{14}&=\tfrac14(S-3s)=-s^3,\\
d_{22}&=\tfrac14(c+3C)=c(3c^2-2),\\
d_{23}&=\tfrac14(s-3S)=s(3s^2-2).
\end{aligned}
$$

The projectors are symmetric and the products with $A$ antisymmetric, which fixes the signs below the diagonal. With $u=c(3c^2-2)$ and $v=s(3s^2-2)$ the complete matrix is

$$
d^{(3/2)}(\beta)=\begin{pmatrix}
c^3&-\sqrt3c^2s&\sqrt3cs^2&-s^3\\
\sqrt3c^2s&u&v&\sqrt3cs^2\\
\sqrt3cs^2&-v&u&-\sqrt3c^2s\\
s^3&\sqrt3cs^2&\sqrt3c^2s&c^3
\end{pmatrix}.
$$

At $\beta=0$ this is the identity, because $c=u=1$ and $s=v=0$. At $\beta=\pi$ one has $c=u=0$ and $s=v=1$. The elements that survive lie on the other diagonal, so every $m$ is turned into $-m$, with a sign that depends on $m$.

### 11. The first column from independent small spins

The first column, which describes a spin starting in $m=I$, can be obtained without any matrix algebra. Take $n=2I$ spins 1/2, all up. This state has $m=n/2$ and cannot be raised, so it is the top of a ladder with $I=n/2$. Lowering it with the total $I_-$ produces sums over all arrangements of down spins with equal positive coefficients. The normalized state with $k$ spins down is therefore the sum of all $\binom nk$ arrangements divided by $\sqrt{\binom nk}$, and its phase agrees with the convention adopted for the ladder.

The total $I_y$ is a sum of commuting one-spin operators, so the rotation acts on each small spin separately and turns each up state into $c|\!\uparrow\rangle+s|\!\downarrow\rangle$. Each arrangement with $k$ spins down has the amplitude $c^{n-k}s^k$. The overlap with the normalized state is $\binom nk$ such terms divided by $\sqrt{\binom nk}$:

$$
d_{I-k,\,I}(\beta)=\sqrt{\binom{2I}{k}}\;c^{2I-k}s^k .
$$

For $I=3/2$ this reproduces $c^3,\sqrt3c^2s,\sqrt3cs^2,s^3$. The populations are those of a binomial distribution: the outcome is as if $2I$ independent spins had each been found down with probability $s^2$.

### 12. A rotation by 60 degrees

Let $\beta=60^\circ$, or 1.0472 rad. Then $c=0.8660$ and $s=0.5000$, so $c^2=0.75$ and $s^2=0.25$.

For spin 1/2 the first column of $d$ is $(0.8660,\,0.5000)$. For spin 1 it is $(0.7500,\,0.6124,\,0.2500)$. For spin 3/2 the elements of the first column are

$$
\begin{aligned}
c^3&=0.8660\times0.75=0.6495,\\
\sqrt3\,c^2s&=1.7321\times0.75\times0.5=0.6495,\\
\sqrt3\,cs^2&=1.7321\times0.8660\times0.25=0.3750,\\
s^3&=0.1250 .
\end{aligned}
$$

Their squares are the populations of $m=3/2,\,1/2,\,-1/2,\,-3/2$:

$$
0.4219,\quad0.4219,\quad0.1406,\quad0.0156 .
$$

The first two are equal because their ratio is $3s^2/c^2$, which is 1 at this angle. The mean $z$ component is

$$
\langle I_z\rangle=\tfrac32(0.4219-0.0156)+\tfrac12(0.4219-0.1406)=0.750,
$$

which is $\tfrac32\cos60^\circ$. For real amplitudes $a_1,\dots,a_4$, the two halves of $I_x=\tfrac12(I_++I_-)$ contribute equally, so the mean $x$ component is the sum of neighbouring products weighted with the ladder coefficients:

$$
\begin{aligned}
\langle I_x\rangle&=\sqrt3\,a_1a_2+2a_2a_3+\sqrt3\,a_3a_4\\
&=0.7307+0.4871+0.0812=1.299 .
\end{aligned}
$$

This is $\tfrac32\sin60^\circ$. Both means are in units of $\hbar$ when read as angular momenta.

Now let the same spin start in $m=1/2$. The second column applies. It contains

$$
u=0.8660\,(2.25-2)=0.2165,\qquad v=0.5\,(0.75-2)=-0.6250,
$$

and the amplitudes are $-0.6495,\;0.2165,\;0.6250,\;0.3750$. The populations are

$$
0.4219,\quad0.0469,\quad0.3906,\quad0.1406 .
$$

Less than 5% remains in the initial state. The factor $3c^2-2$ is responsible: it vanishes at $c^2=2/3$, that is at $\cos\beta=2c^2-1=1/3$, and $60^\circ$ is not far from that angle. The mean vector shows nothing of this. Its components are $\langle I_z\rangle=0.250$ and $\langle I_x\rangle=0.433$, one third of the values for the start in $m=3/2$, as the law $m\cos\beta,\,m\sin\beta$ demands.

### 13. The periods

A further full turn multiplies the rotation by $e^{-2\pi iI_y}$. On an eigenstate of $I_y$ with eigenvalue $m$ this factor is

$$
e^{-2\pi im}=(-1)^{2m}=(-1)^{2I}.
$$

The last step holds because $m$ differs from $I$ by an integer, so $2m$ and $2I$ are both even or both odd. The factor is the same on all eigenstates, which form a complete basis. Hence

$$
d(\beta+2\pi)=(-1)^{2I}\,d(\beta),\qquad d(\beta+4\pi)=d(\beta).
$$

All three matrices repeat after $4\pi$, but for spin 1 a shorter period exists. A number $T$ is a period if $d(\beta+T)=d(\beta)\,d(T)$ equals $d(\beta)$, which means $d(T)=1$. This requires $e^{-iTm}=1$ for every $m$ in the ladder.

- For half-integer $I$ the value $m=1/2$ occurs, and $T/2$ must be a multiple of $2\pi$. The smallest positive period is $4\pi$.
- For integer $I\ge1$ the value $m=1$ occurs, and $T$ must be a multiple of $2\pi$. The smallest positive period is $2\pi$.

The closed forms show the same thing. Adding $2\pi$ to $\beta$ reverses the signs of both $c$ and $s$. The elements for spin 1/2 and spin 3/2 are odd in the pair $(c,s)$ and change sign. Those for spin 1 are even, since $\sin\beta=2sc$ and $\cos\beta=c^2-s^2$, and they do not. A numerical scan in steps of one degree finds the first return to the identity at $720^\circ$, $360^\circ$ and $720^\circ$ for $I=1/2$, $1$ and $3/2$; the numerical output lists these angles.

### 14. Where the minus sign can be seen

Let the state of the spin be described by a density matrix $\rho$, so that the mean of any observable $O$ is $\mathrm{Tr}(\rho O)$. A rotation changes $\rho$ into $d\rho\,d^T$. After a full turn $d=\pm1$, and the sign enters twice:

$$
(\pm1)\,\rho\,(\pm1)=\rho .
$$

No measurement on the rotated spin alone can therefore distinguish a turn by $2\pi$ from no turn at all.

The sign becomes observable if one part of a superposition is turned and another is not. Take a reference spin 1/2, called $K$, with states $|\!\uparrow\rangle$ and $|\!\downarrow\rangle$, and let the target spin $I$ rotate only when $K$ is down. A model Hamiltonian with this property is

$$
H=\hbar\omega\,|\!\downarrow\rangle\langle\downarrow\!|\,I_y=\hbar\omega\left(\tfrac12-K_z\right)I_y .
$$

It consists of a field along $y$ acting on the target and a coupling between the two spins. In the up branch $H$ gives zero and nothing happens. In the down branch it acts as $\hbar\omega I_y$, and after the time $t$ the target has been rotated by $\beta=\omega t$. If $K$ starts along $x$ and the target in $m=I$, the final state is

$$
|\psi\rangle=\tfrac1{\sqrt2}\big(|\!\uparrow\rangle|I\rangle+|\!\downarrow\rangle\,d(\beta)|I\rangle\big).
$$

The operator $K_x=\tfrac12(|\!\uparrow\rangle\langle\downarrow\!|+|\!\downarrow\rangle\langle\uparrow\!|)$ connects the two branches. Each of its terms contributes $\tfrac12\cdot\tfrac12\,d_{II}(\beta)$, and so

$$
\langle K_x\rangle=\tfrac12\,d_{II}(\beta)=\tfrac12\,c^{2I}.
$$

Before the rotation the value is 0.5. After $2\pi$ it is $-0.5$ for target spins 1/2 and 3/2, and $+0.5$ for spin 1. After $4\pi$ it is $+0.5$ in all three cases. At $\beta=\pi$ the signal vanishes, because the target states of the two branches are then orthogonal and the branches cannot interfere.

What is observed is a relative sign. If the target were turned by $2\pi$ in both branches, the factor would be common to the whole state and would again drop out.

### 15. When the result fails

The derivation assumed that the Hamiltonian during the rotation is proportional to $I_y$. Suppose that it also contains a term proportional to $I_z^2$, which is, up to a constant, the form of a quadrupole coupling with axial symmetry about the $z$ axis. Such a term does not in general commute with the rotation:

$$
[I_z^2,I_y]=I_z(-iI_x)+(-iI_x)I_z=-i(I_zI_x+I_xI_z).
$$

The element of the bracket on the right between $m'$ and $m$ is $(m'+m)\langle m'|I_x|m\rangle$. For spin 1/2 the only nonzero elements of $I_x$ connect $1/2$ with $-1/2$, so $m'+m=0$ and the commutator vanishes. This agrees with $I_z^2=1/4$, a mere constant. For spin 1 and spin 3/2 there are neighbouring states with $m'+m\neq0$, for instance the top two, and the evolution is in general no longer the rotation $d(\beta)$ multiplied by a phase.

The closed forms can then serve as an approximation if the extra term, multiplied by the duration of the field and divided by $\hbar$, is small compared with 1. A sufficiently strong, short field achieves this for a given angle $\beta$, but for quadrupolar nuclei in solids the attainable field is often too weak. In the opposite limit of a dominant $I_z^2$ term, a spin 3/2 that starts in $m=1/2$ is mixed almost only with $m=-1/2$, which has the same $m^2$. The ladder coefficient of that step is 2 instead of 1, so the population left in $m=1/2$ approaches $\cos^2\beta$, that is 0.25 at $60^\circ$ in place of 0.047. Relaxation during the rotation has likewise been neglected: it would turn the unitary evolution into one that does not preserve the purity of the state, and a single matrix $d$ would no longer describe it.

## Values computed for the example and the checks

```
example angle = 60.0 degrees = 1.047198 rad
cos(beta/2), sin(beta/2) = 0.866025 0.500000
I=1/2: I+ elements from top (hbar): 1.000000
I=1/2: d at example angle, rows m'=I to -I:
  0.866025 -0.500000
  0.500000 0.866025
I=1/2: largest closed-form error = 5.4e-16
I=1/2: first return = 720 degrees
I=1/2: d_II at 2pi, 4pi =  -1.0000   1.0000
I=1/2: reference Kx at 0, 2pi, 4pi (hbar) =   0.5000  -0.5000   0.5000
I=1: I+ elements from top (hbar): 1.414214 1.414214
I=1: d at example angle, rows m'=I to -I:
  0.750000 -0.612372 0.250000
  0.612372 0.500000 -0.612372
  0.250000 0.612372 0.750000
I=1: largest closed-form error = 2.1e-15
I=1: first return = 360 degrees
I=1: d_II at 2pi, 4pi =   1.0000   1.0000
I=1: reference Kx at 0, 2pi, 4pi (hbar) =   0.5000   0.5000   0.5000
I=3/2: I+ elements from top (hbar): 1.732051 2.000000 1.732051
I=3/2: d at example angle, rows m'=I to -I:
  0.649519 -0.649519 0.375000 -0.125000
  0.649519 0.216506 -0.625000 0.375000
  0.375000 0.625000 0.216506 -0.649519
  0.125000 0.375000 0.649519 0.649519
I=3/2: largest closed-form error = 2.3e-15
I=3/2: first return = 720 degrees
I=3/2: d_II at 2pi, 4pi =  -1.0000   1.0000
I=3/2: reference Kx at 0, 2pi, 4pi (hbar) =   0.5000  -0.5000   0.5000
I=3/2, start m=1.5: populations = 0.421875 0.421875 0.140625 0.015625
I=3/2, start m=1.5: mean Iz, Ix (hbar) = 0.750000 1.299038
I=3/2, start m=0.5: populations = 0.421875 0.046875 0.390625 0.140625
I=3/2, start m=0.5: mean Iz, Ix (hbar) = 0.250000 0.433013
```
